# Why the Bremsstrahlung Tip Is Finite: Continuity with Rydberg Recombination

**Q:** I send 100 keV electrons at a heavy, fully stripped ion and record the photon spectrum. At the tip, where the photon takes all the kinetic energy, the signal stays high. Born theory says it should go to zero. Where does that zero come from?

**A:** From the counting of final states. I use Hartree atomic units. The electron has kinetic energy $T$, total energy $E_i=c^2+T$ and momentum $\mathbf p_i$. It emits a photon of frequency $\omega$ and wave vector $\mathbf k$, $k=\omega/c$, and leaves with kinetic energy $\varepsilon=T-\omega$ and momentum $\mathbf p_f$. The nucleus is a fixed point charge $Z$; recoil, nuclear size and radiative corrections are left out.

In Born theory both electron states are plane waves, with one Coulomb interaction and one photon emission in either order. With $\mathbf q=\mathbf p_i-\mathbf k-\mathbf p_f$, the amplitude is

$$T_B\propto\frac{4\pi Z}{q^2}\,u_f^\dagger\left[\boldsymbol\alpha\cdot\boldsymbol\epsilon^*\,G(E_i,\mathbf p_f+\mathbf k)+G(E_f,\mathbf p_i-\mathbf k)\,\boldsymbol\alpha\cdot\boldsymbol\epsilon^*\right]u_i,$$

$$G(E,\mathbf p)=\frac{E+c\,\boldsymbol\alpha\cdot\mathbf p+\beta c^2}{E^2-c^2p^2-c^4}.$$

Set $\mathbf p_f=0$, so that $E_f=c^2$. The two denominators become $c^2(p_i^2-k^2)$ and $-c^2|\mathbf p_i-\mathbf k|^2$. At the tip $c^2k^2=T^2$, while $c^2p_i^2=T^2+2Tc^2$, so $p_i>k$ and neither denominator vanishes. Nor does $q$. The amplitude is therefore finite.

The number of final states is proportional to

$$d^3p_f=p_f^2\,dp_f\,d\Omega_f=\frac{p_fE_f}{c^2}\,dE_f\,d\Omega_f,$$

because $dE_f/dp_f=c^2p_f/E_f$. The factor $p_f$ makes the Born spectrum vanish linearly in the final momentum.

**Q:** The density of states is a fact. How can a better theory remove it?

**A:** It counts states per unit energy in a large box. The emission needs something else: the density of such a state near the nucleus. For plane waves the two are proportional. In an attractive Coulomb field they are not.

Compare nonrelativistic s waves, normalized per unit energy. The free radial function is $\sqrt{2/(\pi p_f)}\,\sin p_fr$, which near the origin is $\sqrt{2p_f/\pi}\,r$. The Coulomb function at zero energy is $\sqrt{2r}\,J_1(\sqrt{8Zr})$, a special case of a result derived below. Since $J_1(x)\approx x/2$, it starts as $\sqrt{2r}\sqrt{2Zr}=2\sqrt Z\,r$. The ratio of densities is

$$\frac{4Z}{2p_f/\pi}=\frac{2\pi Z}{p_f}.$$

The attraction supplies a factor $1/p_f$ that cancels the $p_f$ of Born theory.

The parameter that measures this distortion is $\eta_f=Z/v_f$. If $Z\to0$ at fixed $p_f$, then $\eta_f\to0$ and Born theory becomes right. If $p_f\to0$ at fixed $Z$, then $\eta_f\to\infty$. The tip requires the second limit, and a first-order expansion in $Z$ cannot describe it.

**Q:** My ion is lutetium, $Z=71$. Can you give the zero-energy state from the Dirac equation?

**A:** Yes, in closed form. Write

$$\psi=\frac1r\begin{pmatrix}P\,\chi_{\kappa m}\\ iQ\,\chi_{-\kappa m}\end{pmatrix},\qquad \zeta=\frac Zc,\qquad \gamma=\sqrt{\kappa^2-\zeta^2}.$$

Here $\kappa=-1$ is $s_{1/2}$, $\kappa=1$ is $p_{1/2}$ and $\kappa=-2$ is $p_{3/2}$. At $\varepsilon=0$, with $\theta=r\,d/dr$, the radial equations are

$$\theta P=-\kappa P+(2cr+\zeta)Q,\qquad \theta Q=\kappa Q-\zeta P.$$

The second gives $P=(\kappa Q-\theta Q)/\zeta$. Put this in the first and multiply by $\zeta$, using $\zeta c=Z$:

$$\kappa\theta Q-\theta^2Q=-\kappa^2Q+\kappa\theta Q+(2Zr+\zeta^2)Q.$$

The terms $\kappa\theta Q$ cancel, leaving

$$\theta^2Q=(\gamma^2-2Zr)Q.$$

Let $x=\sqrt{8Zr}$. Since $x\propto r^{1/2}$, $\theta=\tfrac12x\,d/dx$. Multiplying by 4 gives $(x\,d/dx)^2Q=(4\gamma^2-x^2)Q$, which is Bessel's equation of order $2\gamma$. The regular solution is

$$Q=A\,J_{2\gamma}(x),\qquad P=\frac A\zeta\left[\kappa J_{2\gamma}(x)-\frac x2J'_{2\gamma}(x)\right].$$

**Q:** What fixes $A$? A state at zero energy has no ordinary plane wave at infinity.

**A:** Start at $\varepsilon>0$. Far away, let $P$ and $Q$ oscillate with amplitudes $a$ and $b$. Normalization per unit energy requires

$$(a^2+b^2)\frac\pi2\,\delta(p-p')=(a^2+b^2)\frac{\pi v}2\,\delta(E-E')=\delta(E-E'),$$

so $a^2+b^2=2/(\pi v)$. At small $\varepsilon$ the small component is negligible there, $v\approx p$, and $a^2=2/(\pi p)$.

At finite but large $r$ the momentum changes slowly. Conservation of flux then keeps $p_{\rm loc}a^2$ constant, with $p_{\rm loc}=\sqrt{2(\varepsilon+Z/r)}$, so $a^2=2/(\pi p_{\rm loc})$. The condition for slow change is

$$\left|\frac{d}{dr}\frac1{p_{\rm loc}}\right|=\frac{Z}{r^2p_{\rm loc}^3}\le\frac1{2\sqrt{2Zr}}\ll1 .$$

The bound does not depend on $\varepsilon$, so we may fix a large $r$ and let $\varepsilon\to0$. Then $p_{\rm loc}=\sqrt{2Z/r}=4Z/x$, and the required amplitude is $a^2=x/(2\pi Z)$.

In the Bessel solution the term with $J'$ dominates at large $x$. Its oscillation has squared amplitude $2/(\pi x)$, so

$$a^2=\frac{A^2}{\zeta^2}\,\frac{x^2}4\,\frac2{\pi x}=\frac{A^2x}{2\pi\zeta^2}.$$

Equating the two gives $A^2=\zeta^2/Z$, hence $A=\sqrt Z/c$ and

$$Q=\frac{\sqrt Z}{c}J_{2\gamma}(x),\qquad P=\frac1{\sqrt Z}\left[\kappa J_{2\gamma}(x)-\frac x2J'_{2\gamma}(x)\right].$$

For $c\to\infty$ and $\kappa=-1$, $\gamma\to1$. With $J_2'=J_1-2J_2/x$, the bracket becomes $-xJ_1/2$, so $|P|=\sqrt{2r}\,|J_1(\sqrt{8Zr})|$, the function used above.

For every $\kappa$, the density at a fixed small radius therefore tends to a finite, nonzero value as $\varepsilon\to0$. For a free wave of orbital angular momentum $l$ it is proportional to $p_f^{2l+1}$ and vanishes.

**Q:** The ion can also capture the electron. Those photons lie above the tip. Are they a separate process?

**A:** They have a different final state, but the same incident state and the same emission operator. Capture into a level $n\kappa$ gives a line at $\omega=T+|\varepsilon_{n\kappa}|$, where $\varepsilon_{n\kappa}<0$ is the level energy without rest energy. As $n$ grows, the lines crowd towards the tip from above. What must join the continuous spectrum is their strength averaged over a level spacing.

The spacing follows from the Dirac energies, with $N=n-|\kappa|+\gamma$:

$$E=\frac{c^2}{\sqrt{1+\zeta^2/N^2}},\qquad
\frac{dE}{dN}=\frac{c^2\zeta^2}{N^3}\left(1+\frac{\zeta^2}{N^2}\right)^{-3/2}=\frac{Z^2}{N^3}\left(\frac E{c^2}\right)^3.$$

A bound function normalized to one must be multiplied by $\sqrt{dN/dE}$ before comparison with a continuum function. For large $n$ the electron spends most of its time far out, where it is nonrelativistic. Write the squared amplitude of $P$ there as $B/p_{\rm loc}$. The oscillation averages to one half, so normalization gives

$$1=\frac B2\int\frac{dr}{p_{\rm loc}}=\frac B2\,\frac\tau2,$$

where $\tau$ is the radial period and the integral covers one passage between turning points. Semiclassical quantization says that the radial action grows by $2\pi$ per level. Its energy derivative is $\tau$, so $\tau=2\pi\,dN/dE$. Therefore

$$B\,\frac{dN}{dE}=\frac4\tau\,\frac{\tau}{2\pi}=\frac2\pi .$$

The rescaled bound state has squared amplitude $2/(\pi p_{\rm loc})$, the same as the continuum state. At fixed $r$ both approach the same regular solution as their energies approach zero.

This was tested for the $ns$ states of bare Lu at $r<0.1$ a.u., with the bound functions normalized by numerical integration. Their relative deviation from the Bessel form, as a root mean square over the unevenly spaced radial points of the calculation, each with equal weight, is 2.0% for $n=12$ and 0.50% for $n=24$. The ratio is 4.07. A $1/N^2$ law gives $(23.855/11.855)^2=4.05$.

**Q:** Equal wave functions near the nucleus are not yet equal cross sections. How are those built?

**A:** Take first the rate $W$ from an incident partial wave. The coupling is $\boldsymbol\alpha\cdot\mathbf A$, and emission of one photon contributes the factor $2\pi c^2/\omega$ to the squared amplitude. With $k^2dk=\omega^2d\omega/c^3$, the golden rule gives

$$W=2\pi\,\frac{\omega^2}{(2\pi)^3c^3}\,\frac{2\pi c^2}\omega\sum_\lambda\int d\Omega_k|M|^2=\frac{\omega}{2\pi c}\sum_\lambda\int d\Omega_k|M|^2,$$

$$M=\langle f|\boldsymbol\alpha\cdot\boldsymbol\epsilon^*e^{-i\mathbf k\cdot\mathbf r}|i\rangle .$$

After summing over all magnetic quantum numbers, no photon direction is special. Put $\mathbf k$ along $z$ and replace the angular integral by $4\pi$. The two helicities contribute equally by reflection, so $W=(4\omega/c)\sum_m|M|^2$ for one helicity.

Now the incident beam. Completeness of the scattering states and of the partial waves at one energy gives

$$\frac{p_i^2}{(2\pi)^3v_i}\int d\Omega_i\sum_s|\mathbf p_is\rangle\langle\mathbf p_is|=\sum_{\kappa m}|E_i\kappa m\rangle\langle E_i\kappa m|.$$

The total yield does not depend on the beam direction, so we may average over it, and over spin, with weight $1/(8\pi)$. That multiplies the right side by $(2\pi)^3v_i/(8\pi p_i^2)=\pi^2v_i/p_i^2$. Division by the flux $v_i$ yields

$$\sigma=\frac{\pi^2}{p_i^2}\sum_{\kappa_i}W_{\kappa_i}.$$

With a bound final state this is the recombination cross section $\sigma_{\rm RR}$. With a final state normalized per unit energy it is $d\sigma/d\omega$, since $|dE_f|=|d\omega|$ at fixed $T$. Replacing the rescaled Rydberg function by the threshold function gives

$$\left.\frac{d\sigma}{d\omega}\right|_{\rm tip}=\lim_{n\to\infty}\sum_\kappa\sigma_{\rm RR}(n\kappa)\,\frac{dN}{dE}.$$

**Q:** A Rydberg state is huge. Why may you use an agreement that holds only near the nucleus?

**A:** Because the emission samples small distances. To see the radial part, expand $e^{-ikz}=\sum_L(-i)^L(2L+1)j_L(kr)P_L(\cos\vartheta)$. Then

$$M=i\sum_L(-i)^L(2L+1)\int_0^\infty j_L(kr)\left[a_LP_fQ_i-b_LQ_fP_i\right]dr,$$

where $a_L=\langle\chi_{\kappa_f}|\boldsymbol\sigma\cdot\boldsymbol\epsilon^*P_L|\chi_{-\kappa_i}\rangle$ and $b_L=\langle\chi_{-\kappa_f}|\boldsymbol\sigma\cdot\boldsymbol\epsilon^*P_L|\chi_{\kappa_i}\rangle$. No dipole approximation is made.

The attraction gives an electron of asymptotic kinetic energy $\varepsilon$ the local momentum

$$p(\varepsilon,r)=\frac1c\sqrt{\left(\varepsilon+\frac Zr\right)\left(\varepsilon+\frac Zr+2c^2\right)}.$$

The slowest combined phase in the integrand changes at the rate $p(T,r)-p(0,r)-k$. This is never zero: $\partial p/\partial\varepsilon=1/v>1/c$, so the two electron momenta differ by more than $k=T/c$. The rate is small close to the nucleus and grows outwards. For Lu at $r_*=0.04$ a.u. it is $111.7-61.0-26.8=23.9$ a.u., and its product with $r_*$ is about 1. The emission therefore builds up within a few times $r_*$. This estimate ignores angular momentum. Farther out, the rapid oscillation cancels the integrand. An $n=24$ orbit reaches about $2n^2/Z=16$ a.u., far beyond that region.

The integrals converge through this cancellation, so they were evaluated with a smooth cutoff. Moving its center from 1.3 to 1.5 a.u. changed the tip by less than one part in a million, which was a test. I have argued for the interchange of the integral with the limit $n\to\infty$, not proved it rigorously; the numbers check it.

**Q:** Then show me the numbers on both sides of the tip.

**A:** For bare Lu and 100 keV electrons, the recombination strength per unit energy is:

- $n=1$: 0.406 barn/keV
- $n=4$: 0.898 barn/keV
- $n=12$: 0.950 barn/keV
- $n=24$: 0.955 barn/keV

The Bessel functions give the tip directly: **0.957 barn/keV**, or $9.30\times10^{-10}$ a.u. This is for a point nucleus; a uniformly charged nucleus of rms radius 5.37 fm lowers it by 0.04%, to 0.956 barn/keV. Bremsstrahlung at final energies of 0.2, 1 and 5 keV gives 0.960, 0.971 and 1.030 barn/keV.

You can follow the conversion for $n=24$. For $|\kappa|=1$, $N=23.855$ and the spacing is $71^2/23.855^3=0.371$ a.u., or 0.0101 keV. The whole shell has $\sigma_{\rm RR}=0.00961$ barn, and $0.00961/0.0101=0.951$ barn/keV. The full result is slightly higher, mainly because larger $|\kappa|$ has larger $N$ and thus smaller spacing; the factor $(E/c^2)^3$, left out of this estimate, accounts for a smaller part.

A sharper test interpolates linearly between $n=24$, at $-0.1205$ keV, and bremsstrahlung at $+0.2$ keV:

$$\frac{0.2000\times0.95511+0.1205\times0.95956}{0.3205}=0.9568\ \text{barn/keV}.$$

Before rounding, this differs from the direct tip value by $1.3\times10^{-5}$ of that value.

The weak variation near the tip fits the small emission distance. At $r_*$ the Coulomb energy $Z/r_*$ is about 1800 a.u., or 48 keV. A final energy of a few tenths of a keV, of either sign, hardly alters the motion there. The K shell is bound by 73.9 keV in this point-nucleus model (nuclear size and radiative shifts lower that by roughly 0.1 keV), and its strength is far from the limit.

**Q:** How wrong is Born theory here, and can I repair it with your factor $2\pi Z/p_f$?

**A:** At 0.2 keV final energy Born theory gives 0.035 barn/keV, against 0.960 from the Dirac waves, a factor of 28. At 5 keV the factor is still 5.5.

A known repair is the Elwert factor. It uses the nonrelativistic Coulomb density at the origin relative to a plane wave, $S(\eta)=2\pi\eta/(1-e^{-2\pi\eta})$, and multiplies the Born result by $S(\eta_f)/S(\eta_i)$. For $\eta_f\to\infty$, $S(\eta_f)\to2\pi Z/p_f$, as found above. I take the division by $S(\eta_i)$ as an established prescription and test it instead of deriving it.

For Lu the Born slope is 0.009045 barn/keV per a.u. of $p_f$, and $\eta_i=0.945$ gives $S(\eta_i)=5.95$. The repaired tip is

$$0.009045\times\frac{2\pi\times71}{5.95}=0.678\ \text{barn/keV}.$$

It is finite, but the Dirac value is 1.41 times larger. In the Dirac tip $s_{1/2}$ supplies 48%, $p_{3/2}$ 24% and $p_{1/2}$ 19%. This spread alone does not explain the miss. In nonrelativistic dipole theory at the same $\eta_i$ the s wave supplies only 54% of the tip, yet Sommerfeld's exact result exceeds the Elwert value by just 0.4%. The factor 1.41 appears only when the strong Coulomb field acts together with relativity and retardation, which a nonrelativistic density factor does not describe.

At small charge the repair should work. For a model charge $Z=0.2$ and the same incident energy, the ratio of the Dirac tip to the repaired Born value is 1.0004. At $Z=0.4$ it is 1.0008, and linear extrapolation to $Z=0$ gives 1.0000. This also tests the absolute scale, because the Born value came from plane-wave Dirac spinors, without partial waves. At $Z=0.2$ and 1 keV final energy, where $\eta_f=0.023$, even the unrepaired Born result is low by only about 6%.

**Q:** Suppose my target is a neutral atom. Does the tip still stay above zero?

**A:** Not in the strict limit: there it falls to zero, apart from a special case. The loss of the Coulomb tail is the cause, as you can see by removing the tail beyond a radius $R_c$. For $\kappa=-1$ the outside equations are

$$P'=\frac Pr+\left(2c+\frac\varepsilon c\right)Q,\qquad Q'=-\frac Qr-\frac\varepsilon cP.$$

Differentiate the first and insert the second:

$$P''=\frac{P'}r-\frac P{r^2}-\frac1r\left(P'-\frac Pr\right)-\frac{\varepsilon(\varepsilon+2c^2)}{c^2}P=-p_f^2P.$$

Let $P_0$ be the inside solution with a fixed scale at the nucleus. Its outside amplitude squared is $P_0^2+(P_0'/p_f)^2$, evaluated just outside $R_c$. Normalization per unit energy requires $2/(\pi p_f)$ at low energy. The density near the nucleus is therefore multiplied by

$$\frac{2/(\pi p_f)}{P_0^2+(P_0'/p_f)^2}\longrightarrow\frac{2p_f}{\pi P_0'^2}.$$

The Born power of $p_f$ has returned. For a wave with $l>0$, the inside solution generally joins the growing outside form $r^{l+1}$. A free wave of amplitude $D$ starts as $D(p_fr)^{l+1}/(2l+1)!!$, so at a fixed inside scale $D^2\propto p_f^{-2l-2}$, and the density near the nucleus falls as $p_f^{2l+1}$, faster than for the s wave. The exception is an s-wave or p-wave resonance at zero energy. For the s wave this means $P_0'=0$ there. At small energy $P_0'$ is then of order $p_f^2$, the factor becomes $2/(\pi p_fP_0^2)$, and the tip diverges instead of vanishing.

With the Lu field cut at 0.5 a.u., the s-wave density near the nucleus at 0.1 eV is 1.0% of the full-Coulomb threshold value. At 0.025 eV, where $p_f$ is half as large, it is 0.50%. The halving was tested.

That sharp edge reflects slow electrons strongly and is not a model of a real atom. With smooth screening of range $a$, I would expect the final fall only when $p_fa\lesssim1$. For $a=3$ a.u. that means $\varepsilon\lesssim1/18$ a.u., about 1.5 eV; this is an estimate, not a computed result. A detector with keV resolution would not resolve such a fall. For your bare ion the tail remains, and the spectrum passes through the tip into the averaged Rydberg lines. The remaining values are in the numerical output.

## Calculated quantities

```
INPUT: bare Lu nucleus, Z = 71
incident kinetic energy = 100.0 keV
incident momentum = 89.828 a.u.
photon wave number at tip = 26.817 a.u.
incident eta = Z/v = 0.9451
gamma for |kappa|=1 = 0.85531
RECOMBINATION: n, binding of ns (keV), sigma_n (barn), density (barn/keV)
   1    73.9350  5.56918e+01  0.405998
   2    18.8307  1.40494e+01  0.750438
   4     4.5529  2.05699e+00  0.898388
   8     1.1079  2.62286e-01  0.941822
  12     0.4873  7.74931e-02  0.950118
  24     0.1205  9.61276e-03  0.955112
ns function vs threshold form, r<0.1 a.u.: n=12 2.031e-02, n=24 4.993e-03
ratio of these deviations = 4.067
TIP dsigma/domega = 0.956772 barn/keV = 9.29730e-10 a.u.
  share of final kappa=-1: 48.001 %
  share of final kappa=+1: 19.405 %
  share of final kappa=-2: 24.390 %
  share of final kappa=+2: 3.508 %
  share of final kappa=-3: 3.978 %
  share of |kappa_f|=7: 2.3e-07; of |kappa_i|=16: 5.8e-09
BREMSSTRAHLUNG: final energy (keV), eta_f, Dirac, Born, Born*Elwert (barn/keV)
  5.0  3.731  1.030239  0.187886  0.739747
  1.0  8.294  0.970811  0.078776  0.689502
  0.2  18.524  0.959561  0.034787  0.680040
tip interpolated from n=24 and 0.2 keV = 0.956784 barn/keV
relative difference from direct tip = 1.3e-05
Born slope at tip = 0.009045 barn/keV per a.u. of p_f
Born*Elwert at tip = 0.677704 barn/keV
Dirac tip / (Born*Elwert) = 1.4118
SMALL CHARGE: Dirac / (Born*Elwert)
  Z=0.2, tip: 1.00038
  Z=0.2, final energy 1 keV: 1.00038; Dirac/Born: 1.06666
  Z=0.4, tip: 1.00079
  tip ratio extrapolated to Z=0: 0.99998
COULOMB FIELD CUT at 0.5 a.u.: final energy (eV), s density / full-Coulomb tip
  1.000  3.15638e-02
  0.100  9.97172e-03
  0.025  4.98546e-03
  ratio of last two (momentum halved) = 0.5000
```
